# Largest Poisson Update Interval for Plasma Oscillations in Doped Silicon: a numerical check

```python
"""Leapfrog stability of a cold plasma oscillation, applied to n-type silicon.

Result under test: with one Poisson solution per interval dt, leapfrog is
bounded only for omega_p*dt < 2, omega_p = sqrt(n e^2/(eps m)).
n: electron density, m: conductivity mass, eps: permittivity,
nu: momentum-randomising collision rate.
Two ways of using the field are compared:
  kick   - velocity impulse a*dt, then a field-free flight (leapfrog)
  frozen - flight through the constant field of the last Poisson solution
The particle simulation gets its field from positions, never from omega_p.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

q, m0, hbar = const.e, const.m_e, const.hbar
density = 1e20 * 1e6
mass_ratio = 0.26
mass = mass_ratio * m0
eps_r = 11.7
eps = eps_r * const.epsilon_0
mobility_cm2 = 100.0
temperature = 300.0
wavelength = 20e-9
k = 2 * np.pi / wavelength
fs = 1e-15

omega_p = np.sqrt(density * q**2 / (eps * mass))
dt_max = 2 / omega_p
nu = q / (mass * mobility_cm2 * 1e-4)


def flight_matrix(rate_dt):
    """Mean flight of (x, v*dt, a*dt^2) over one interval with friction."""
    return expm(np.array([[0, 1, 0], [0, -rate_dt, 1], [0, 0, 0]], float))


def simulate(dt, scheme, rate, steps):
    """Return k*displacement of one particle; stop if it becomes large."""
    count = 32
    home = np.arange(count) * wavelength / count
    shift = 1e-8 / k * np.sin(k * home)
    u = np.zeros(count)                       # velocity times dt
    P = flight_matrix(rate * dt)
    history = [k * shift[count // 4]]
    for _ in range(steps):
        wave = np.exp(-1j * k * (home + shift))
        rho_k = -q * density * wave.mean()
        field = 2 * np.real(rho_k / (1j * k * eps) * wave.conj())
        b = -q * field / mass * dt**2         # acceleration times dt^2
        if scheme == "kick":
            u = u + b
            b = 0.0
        shift = shift + P[0, 1] * u + P[0, 2] * b
        u = P[1, 1] * u + P[1, 2] * b
        history.append(k * shift[count // 4])
        if abs(history[-1]) > 1e-3:
            break
    return np.array(history)


def measured_limit(low, high, scheme, rate, log_threshold):
    """Bisect the simulation for the border between bounded and growing."""
    steps = 3000
    for _ in range(18):
        middle = (low + high) / 2
        h = np.abs(simulate(middle, scheme, rate, steps))
        if len(h) < steps + 1:
            growing = True
        else:
            ratio = (h[-40:].max() + 1e-30) / h[:40].max()
            growing = np.log(ratio) > log_threshold
        if growing:
            high = middle
        else:
            low = middle
    return (low + high) / 2


# Collisionless leapfrog: measured limit and linear growth at the limit.
# The threshold lies above the merely linear growth at the border.
limit_sim = measured_limit(2 * fs, 12 * fs, "kick", 0.0, 8.0)
assert abs(limit_sim / dt_max - 1) < 2e-4
edge = simulate(dt_max, "kick", 0.0, 100)
edge_growth = edge[100] / edge[0]
assert abs(edge_growth / 201 - 1) < 2e-3

# Leapfrog frequency error, measured through zero crossings.
W_accurate = brentq(lambda w: 2 * np.arcsin(w / 2) / w - 1.01, 0.1, 1.5)
dt_accurate = W_accurate / omega_p
h = simulate(dt_accurate, "kick", 0.0, 3000)
i = np.where(h[:-1] * h[1:] < 0)[0]
crossings = i + h[i] / (h[i] - h[i + 1])
omega_sim = np.pi * (len(i) - 1) / (crossings[-1] - crossings[0])
frequency_ratio = omega_sim / dt_accurate / omega_p
assert abs(frequency_ratio - 1.01) < 2e-4

# Frozen field without collisions: growth from the Casoratian of the series.
h = simulate(dt_accurate, "frozen", 0.0, 150)
casoratian = h[1:-1]**2 - h[:-2] * h[2:]
growth_sim = (casoratian[-1] / casoratian[0])**(0.5 / (len(casoratian) - 1))
growth_formula = np.sqrt(1 + W_accurate**2 / 2)
assert abs(np.log(growth_sim) / np.log(growth_formula) - 1) < 2e-3

# Random scattering must have the friction flight as its ensemble mean.
rng = np.random.default_rng(7)
number, rate_dt = 400000, 0.5
x, u, left = np.zeros(number), np.ones(number), np.ones(number)
while left.any():
    t = np.minimum(rng.exponential(1 / rate_dt, number), left)
    x += u * t + t**2 / 2
    u += t
    left -= t
    u = np.where(left > 0, u * rng.choice([-1.0, 1.0], number), u)
P = flight_matrix(rate_dt)
assert abs(x.mean() - P[0, 1] - P[0, 2]) < 0.008
assert abs(u.mean() - P[1, 1] - P[1, 2]) < 0.008

# Limits with collisions: formulas against the simulation.
kick_limit = brentq(lambda d: omega_p**2 * d * np.tanh(nu * d / 2) / (2 * nu)
                    - 1, 1 * fs, 20 * fs, xtol=1e-22)


def determinant_excess(dt):
    E = np.exp(-nu * dt)
    F = (1 - E) / nu
    G = (dt - F) / nu
    return omega_p**2 * (F**2 - E * G) / (1 - E) - 1


frozen_limit = brentq(determinant_excess, 0.1 * fs, 5 * fs, xtol=1e-22)
frozen_simple = 2 * nu / omega_p**2
kick_sim = measured_limit(2 * fs, 12 * fs, "kick", nu, 0.0)
frozen_sim = measured_limit(0.3 * fs, 4 * fs, "frozen", nu, 0.0)
assert abs(kick_sim / kick_limit - 1) < 2e-3
assert abs(frozen_sim / frozen_limit - 1) < 3e-3
assert abs(frozen_simple / frozen_limit - 1) < 0.05

# Silicon valleys: rough longitudinal and transverse masses.
m_l, m_t = 0.92, 0.19
weights = np.array([1 / 3, 2 / 3])
masses = np.array([m_l, m_t])
inverse_mean = np.sum(weights / masses)
inverse_square = np.sum(weights / masses**2)
m_dos = (m_l * m_t**2)**(1 / 3)
dos = 6 / (2 * np.pi**2) * (2 * m_dos * m0 * q / hbar**2)**1.5
E_F = (1.5 * density / dos)**(2 / 3)          # zero temperature, eV
kT = const.k * temperature / q                # eV
root = np.linspace(0, np.sqrt(1.5), 6001)
g = root**2                                   # parabolic kinetic energy, eV


def fermi_state(thermal, alpha):
    """Band energy and occupation on the grid at the given density."""
    energy = 2 * g / (1 + np.sqrt(1 + 4 * alpha * g))

    def excess(mu):
        f = expit((mu - energy) / thermal)
        return dos * trapezoid(2 * g * f, root) / density - 1

    mu = brentq(excess, -0.5, 0.8)
    return energy, expit((mu - energy) / thermal)


def average(value, f):
    return trapezoid(2 * g * f * value, root) / trapezoid(2 * g * f, root)


energy, f = fermi_state(0.001, 0.0)
assert abs(average(energy, f) / (0.6 * E_F) - 1) < 3e-3
energy, f = fermi_state(kT, 0.0)
mean_energy = average(energy, f)

# Velocity spread: leading correction against the full T=0 dispersion.
omega_valley2 = density * q**2 / (eps * m0) * inverse_mean


def spread_correction(mean_eV):
    """Relative rise of omega^2 at wave number k, leading order."""
    return (2 * k**2 * mean_eV * q / m0 * inverse_square / inverse_mean
            / omega_valley2)


def dispersion(y):
    omega, total = y * np.sqrt(omega_valley2), 0.0
    for w, m in zip(weights, masses):
        v = np.sqrt(2 * E_F * q / (m * m0))
        part = quad(lambda s: 0.75 * (1 - s**2)
                    / (y - k * v * s / np.sqrt(omega_valley2))**2, -1, 1)[0]
        total += w / m / inverse_mean * part
    return total - 1


y_full = brentq(dispersion, 0.8, 2.0)
rise_full = y_full**2 - 1
rise_leading = spread_correction(0.6 * E_F)
assert abs(rise_leading / rise_full - 1) < 0.06
rise_300 = spread_correction(mean_energy)
warm_factor = np.sqrt(1 + rise_300)

# Non-parabolic band: mean curvature against the Fermi-surface form.
alpha = 0.5
energy, f = fermi_state(kT, alpha)
slope = 1 / (1 + 2 * alpha * energy)
curvature = average(slope - 4 / 3 * alpha * g * slope**3, f)
surface = trapezoid(2 * g * f * (1 - f) / kT * 2 / 3 * g * slope**2, root)
surface /= trapezoid(2 * g * f, root)
assert abs(curvature / surface - 1) < 1e-4
band_factor = np.sqrt(curvature)

print(f"electron density: {density/1e6:.1e} cm^-3 = {density:.1e} m^-3")
print(f"mass ratio: {mass_ratio:.2f}; relative permittivity: {eps_r:.1f}")
print(f"electron mass in crystal: {mass:.4e} kg")
print(f"permittivity: {eps:.4e} F/m")
print(f"plasma angular frequency: {omega_p:.4e} rad/s")
print(f"plasma period: {2*np.pi/omega_p/fs:.3f} fs")
print(f"largest leapfrog interval (bound): {dt_max:.4e} s")
print(f"largest leapfrog interval (bound): {dt_max/fs:.3f} fs")
print(f"same bound found by particle simulation: {limit_sim/fs:.3f} fs")
print(f"amplitude factor after 100 steps at bound: {edge_growth:.2f}")
print(f"omega_p*dt for 1% frequency error: {W_accurate:.4f}")
print(f"interval for 1% frequency error: {dt_accurate/fs:.3f} fs")
print(f"simulated frequency / omega_p there: {frequency_ratio:.5f}")
print(f"frozen field, growth per step there, formula: {growth_formula:.5f}")
print(f"frozen field, growth per step, simulated: {growth_sim:.5f}")
print(f"rough mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"collision rate: {nu:.3e} 1/s; nu/omega_p: {nu/omega_p:.4f}")
print(f"leapfrog limit with collisions, formula: {kick_limit/fs:.3f} fs")
print(f"leapfrog limit with collisions, simulated: {kick_sim/fs:.3f} fs")
print(f"frozen-field limit with collisions, formula: {frozen_limit/fs:.3f} fs")
print(f"frozen-field limit, simulated: {frozen_sim/fs:.3f} fs")
print(f"frozen-field limit, 2 nu/omega_p^2: {frozen_simple/fs:.3f} fs")
print(f"rough valley masses: {m_l:.2f} and {m_t:.2f}")
print(f"conductivity mass from valleys: {1/inverse_mean:.4f}")
print(f"density-of-states mass per valley: {m_dos:.4f}")
print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Fermi energy at zero temperature: {E_F:.4f} eV")
print(f"mean kinetic energy at 300 K: {mean_energy:.4f} eV")
print(f"wavelength for velocity spread: {wavelength*1e9:.0f} nm")
print(f"T=0 rise of omega^2, full: {100*rise_full:.2f} %")
print(f"T=0 rise of omega^2, leading order: {100*rise_leading:.2f} %")
print(f"300 K rise of omega^2, leading order: {100*rise_300:.2f} %")
print(f"300 K rise of omega: {100*(warm_factor-1):.2f} %")
print(f"2/omega with velocity spread: {dt_max/warm_factor/fs:.3f} fs")
print(f"rough non-parabolicity: {alpha:.1f} 1/eV")
print(f"mean inverse-mass factor at 300 K: {curvature:.4f}")
print(f"change of omega_p by non-parabolicity: {100*(band_factor-1):.2f} %")
print(f"2/omega_p with non-parabolicity: {dt_max/band_factor/fs:.3f} fs")
print("verified")
```

Output:

```
electron density: 1.0e+20 cm^-3 = 1.0e+26 m^-3
mass ratio: 0.26; relative permittivity: 11.7
electron mass in crystal: 2.3684e-31 kg
permittivity: 1.0359e-10 F/m
plasma angular frequency: 3.2345e+14 rad/s
plasma period: 19.425 fs
largest leapfrog interval (bound): 6.1833e-15 s
largest leapfrog interval (bound): 6.183 fs
same bound found by particle simulation: 6.183 fs
amplitude factor after 100 steps at bound: 201.00
omega_p*dt for 1% frequency error: 0.4834
interval for 1% frequency error: 1.494 fs
simulated frequency / omega_p there: 1.01000
frozen field, growth per step there, formula: 1.05680
frozen field, growth per step, simulated: 1.05680
rough mobility: 100 cm2/Vs
collision rate: 6.765e+13 1/s; nu/omega_p: 0.2091
leapfrog limit with collisions, formula: 6.229 fs
leapfrog limit with collisions, simulated: 6.229 fs
frozen-field limit with collisions, formula: 1.313 fs
frozen-field limit, simulated: 1.313 fs
frozen-field limit, 2 nu/omega_p^2: 1.293 fs
rough valley masses: 0.92 and 0.19
conductivity mass from valleys: 0.2583
density-of-states mass per valley: 0.3214
temperature: 300 K; kT: 0.02585 eV
Fermi energy at zero temperature: 0.0740 eV
mean kinetic energy at 300 K: 0.0622 eV
wavelength for velocity spread: 20 nm
T=0 rise of omega^2, full: 7.27 %
T=0 rise of omega^2, leading order: 7.13 %
300 K rise of omega^2, leading order: 10.00 %
300 K rise of omega: 4.88 %
2/omega with velocity spread: 5.896 fs
rough non-parabolicity: 0.5 1/eV
mean inverse-mass factor at 300 K: 0.9085
change of omega_p by non-parabolicity: -4.69 %
2/omega_p with non-parabolicity: 6.487 fs
verified
```
